\section*{Free-path accumulation of heat conduction in a two-dimensional Debye solid}

\section*{The model}

A crystalline sheet of large area $S$ carries heat by lattice vibrations. For each acoustic branch, assume the following.

\begin{itemize}
\item The angular frequency is $\omega=vk$, with the same velocity $v$ in all directions, up to the Debye wavevector $k_D$. The highest frequency is $\omega_D=vk_D$.
\item The vibrations are classical: each mode has heat capacity $k_B$.
\item A disturbed mode relaxes at the rate $1/\tau=A\omega^2$, with $A$ a constant at fixed temperature. This law is taken to hold down to zero frequency.
\item Each relaxation event destroys heat current. Collisions that conserve the total wavevector receive no separate treatment.
\end{itemize}

The free path of a mode is $\Lambda=v\tau$. The sheet conductivity $K$ is defined by $J_x=-K\,dT/dx$, where $J_x$ is the heat crossing unit length of a line in the sheet per unit time. Its unit is W/K. Dividing by a nominal thickness $h$ gives a conductivity $\kappa$ in W/(m\,K).

\section*{Part (a): from modes to a frequency integral}

\textbf{Question.} Starting from the steady response of one mode to a temperature gradient, express $K$ for one branch as an integral over frequency. How does the velocity enter?

\textbf{Answer.} At local temperature $T(x)$ a mode has energy $e=k_BT+\delta e$, where $\delta e$ is the departure from local equilibrium. In a steady state, the change caused by drift balances relaxation:
\begin{equation}
v_x\frac{\partial e}{\partial x}=-\frac{\delta e}{\tau}.
\end{equation}
To first order in the gradient, $e$ on the left may be replaced by $k_BT$, so that
\begin{equation}
\delta e=-k_Bv_x\tau\frac{dT}{dx}.
\end{equation}
The heat current is $J_x=S^{-1}\sum_{\mathbf k}v_xe$. The equilibrium part cancels between $\mathbf k$ and $-\mathbf k$, which have opposite $v_x$. The remainder gives
\begin{equation}
K=\frac{k_B}{S}\sum_{\mathbf k}v_x^2\tau .
\label{sum}
\end{equation}

In a large sheet there are $S/(2\pi)^2$ modes per unit area of wavevector space. With $v_x=v\cos\theta$,
\begin{align}
K&=\frac{k_B}{4\pi^2}\int k\,dk\;v^2\tau\int_0^{2\pi}\cos^2\theta\,d\theta\\
&=\frac{k_B}{4\pi}\int k\,dk\;v^2\tau ,
\label{kint}
\end{align}
because the angular integral equals $\pi$. Now $k=\omega/v$ gives $k\,dk=\omega\,d\omega/v^2$, and $\tau=1/(A\omega^2)$. Therefore
\begin{equation}
K=K_0\int\frac{d\omega}{\omega},\qquad K_0=\frac{k_B}{4\pi A}.
\label{freq}
\end{equation}
The velocity has cancelled from the integrand. A faster branch has fewer modes per frequency interval, by $1/v^2$, but each contributes more, by $v^2$. Equal ratios of frequency contribute equally: the number of modes grows as $\omega$, the heat capacity is constant, and the relaxation time falls as $\omega^{-2}$.

\section*{Part (b): accumulation in free path}

\textbf{Question.} Let $K(\Lambda_c)$ be the contribution of all modes with $\Lambda\leq\Lambda_c$. Find it in units of $K_0$. Does it approach a limit as $\Lambda_c$ grows? What fraction of the modes lies beyond $\Lambda_c$?

\textbf{Answer.} The free path is
\begin{equation}
\Lambda=\frac{v}{A\omega^2}.
\end{equation}
It decreases with frequency, so the shortest path belongs to $\omega_D$:
\begin{equation}
\Lambda_{\min}=\frac{v}{A\omega_D^2}.
\end{equation}
The condition $\Lambda\leq\Lambda_c$ selects frequencies from $\omega_c=\sqrt{v/(A\Lambda_c)}$ up to $\omega_D$. Taking logarithms of $\Lambda=v/(A\omega^2)$ and differentiating,
\begin{equation}
\frac{d\Lambda}{\Lambda}=-2\frac{d\omega}{\omega},
\qquad
\frac{d\omega}{\omega}=-\frac12\frac{d\Lambda}{\Lambda}.
\end{equation}
The limits $\omega_c,\omega_D$ become $\Lambda_c,\Lambda_{\min}$. Exchanging them absorbs the minus sign:
\begin{equation}
K(\Lambda_c)=\frac{K_0}{2}\int_{\Lambda_{\min}}^{\Lambda_c}\frac{d\Lambda}{\Lambda}
=K_0\,\frac12\ln\frac{\Lambda_c}{\Lambda_{\min}} .
\label{law}
\end{equation}
The half comes from the quadratic scattering law: a tenfold range of frequency is a hundredfold range of free path. It refers to the unit $K_0$. With $k_B/(8\pi A)$ as the unit, the coefficient would be one.

There is no finite limit. To reach any chosen value $K_*$ one needs
\begin{equation}
\Lambda_*=\Lambda_{\min}e^{2K_*/K_0},
\end{equation}
which is finite for every finite $K_*$. Doubling the value reached at $\Lambda_c$ requires squaring the ratio $\Lambda_c/\Lambda_{\min}$, that is, going to $\Lambda_c^2/\Lambda_{\min}$.

The modes beyond $\Lambda_c$ fill a disc of radius $\omega_c/v$ inside the Debye disc of radius $\omega_D/v$. Their fraction is
\begin{equation}
\frac{\omega_c^2}{\omega_D^2}=\frac{\Lambda_{\min}}{\Lambda_c}.
\end{equation}
This fraction tends to zero, yet the modes in it carry an unbounded conductivity in this model.

\section*{Part (c): a monolayer semiconductor}

\textbf{Question.} Use rough values for monolayer MoS$_2$, a candidate channel material for transistors: triangular lattice constant $a=0.316$ nm, thickness $h=0.65$ nm, $v=5.0$ km/s and two in-plane acoustic branches. Take $A=3.0\times10^{-16}$ s at 300 K. Find the conductivity accumulated up to 1 $\mu$m, the gain per decade of free path, and the free path at which the 1 $\mu$m value has doubled.

\textbf{Answer.} The cell area is $S_c=\sqrt3\,a^2/2=0.0865$ nm$^2$. A branch has one mode per cell, so the Debye disc satisfies $\pi k_D^2/(4\pi^2)=1/S_c$. Hence
\begin{align}
k_D&=\sqrt{4\pi/S_c}=12.05\ \text{nm}^{-1},\\
\omega_D&=vk_D=60.3\ \text{rad/ps},\\
\Lambda_{\min}&=\frac{5.0\times10^3\ \text{m/s}}{(3.0\times10^{-16}\ \text{s})(6.03\times10^{13}\ \text{s}^{-1})^2}=4.59\ \text{nm}.
\end{align}
The shortest wavelength is $2\pi/k_D=0.52$ nm, well below this free path. Also $\omega\tau=1/(A\omega)$ is 55 at $\omega_D$ and larger at lower frequency, so a mode oscillates many times before it relaxes.

For one branch $K_0=3.66$ nW/K. For two branches the unit of conductivity is
\begin{equation}
\kappa_0=\frac{2K_0}{h}=\frac{2\times3.662\ \text{nW/K}}{0.65\ \text{nm}}=11.27\ \text{W/(m\,K)}.
\end{equation}
The ratio $\Lambda_c/\Lambda_{\min}$ is 218, and half its logarithm is 2.692. Thus
\begin{equation}
\kappa(1\ \mu\text{m})=11.27\times2.692=30.3\ \text{W/(m\,K)}.
\end{equation}
Each further decade adds $\kappa_0(\ln10)/2=13.0$ W/(m\,K), which gives 43.3 at 10 $\mu$m and 56.3 at 100 $\mu$m. The value doubles at $218\times1\ \mu\text{m}=218\ \mu$m. The figures beyond 1 $\mu$m extrapolate the assumed rate law; Part (g) gives a reason why it is not expected to dominate there in a free sheet. Beyond 1 $\mu$m lie $1/218$, or about 0.5\%, of the modes.

A direct evaluation of the sum (\ref{sum}) tests the prefactor and the half together. For a periodic square sheet of side 521 nm, whose Debye wavevector spans 1000 mode spacings, the modes with free path up to 1 $\mu$m give 30.34 W/(m\,K), the same as the formula to the digits shown. The numerical output lists the remaining values.

\section*{Part (d): is it the dimension or the scattering law?}

\textbf{Question.} Repeat the accumulation for a three-dimensional Debye solid with the same rate law. Then find which power laws $1/\tau\propto\omega^p$ give a finite total in $d$ dimensions.

\textbf{Answer.} In three dimensions the modes per frequency interval grow as $\omega^2$. The contribution per interval is then proportional to $\omega^2\times\omega^{-2}=1$, and the accumulated fraction is
\begin{equation}
\frac{\int_{\omega_c}^{\omega_D}d\omega}{\int_0^{\omega_D}d\omega}
=1-\frac{\omega_c}{\omega_D}
=1-\sqrt{\frac{\Lambda_{\min}}{\Lambda_c}} .
\end{equation}
This tends to one. At the ratio 218 it is already 93.2\%.

In $d$ dimensions the number of modes per interval grows as $\omega^{d-1}$, so the conductivity contains
\begin{equation}
\int_0^{\omega_D}\omega^{d-1-p}\,d\omega .
\end{equation}
The integral converges at its lower end if $d-1-p>-1$, that is, if $p<d$. Two dimensions with $p=2$ is the marginal case, where the divergence is logarithmic. Saturation thus depends on the dimension and the scattering law together: for linear dispersion it fails whenever $p\geq d$. For a branch with $\omega\propto k^2$ the integrand is $k^{d+1-2p}\,dk$ and the threshold is $p=(d+2)/2$, which again equals 2 in a sheet. If the rate in a sheet followed a power law with $p<2$ below some frequency, the total would be finite.

\section*{Part (e): limiting the longest paths}

\textbf{Question.} Represent edges, grain boundaries or a substrate, in the simplest way, by an extra free path $L$ that is the same for all frequencies and directions, so that $1/\Lambda'=1/\Lambda+1/L$. Find the total conductivity and its limits for large and small $L$. Contrast this with a periodic sheet of finite side that has no such extra scattering.

\textbf{Answer.} The relaxation time of each mode is reduced by the factor
\begin{equation}
\frac{\Lambda'}{\Lambda}=\frac{1}{1+\Lambda/L}=\frac{L}{L+\Lambda}.
\end{equation}
Label the modes by their original path $\Lambda$ and include all of them:
\begin{align}
K_L&=\frac{K_0}{2}\int_{\Lambda_{\min}}^\infty\frac{L\,d\Lambda}{\Lambda(L+\Lambda)}\\
&=\frac{K_0}{2}\int_{\Lambda_{\min}}^\infty\left(\frac1\Lambda-\frac1{L+\Lambda}\right)d\Lambda\\
&=\frac{K_0}{2}\left[\ln\frac{\Lambda}{L+\Lambda}\right]_{\Lambda_{\min}}^{\infty}
=\frac{K_0}{2}\ln\left(1+\frac{L}{\Lambda_{\min}}\right).
\label{extra}
\end{align}
The upper limit contributes $\ln1=0$. The total is now finite.

For $L\gg\Lambda_{\min}$, Eq.~(\ref{extra}) approaches the accumulation law (\ref{law}) with $\Lambda_c=L$. The example gives 30.36 W/(m\,K) for $L=1\ \mu$m, against 30.34 for the sharp cutoff. Raising $L$ to 10 $\mu$m raises the total to 43.3. A larger or cleaner sheet thus conducts better, without a size-independent value in this model.

For $L\ll\Lambda_{\min}$, $\ln(1+z)\simeq z$ gives $K_L\simeq K_0L/(2\Lambda_{\min})$. Substituting $K_0$ and $\Lambda_{\min}$,
\begin{equation}
K_L\simeq\frac{k_B\omega_D^2L}{8\pi v}.
\end{equation}
The coefficient $A$ has disappeared, because the extra scattering limits every mode equally. This rests on $L$ being the same in all directions. In a ribbon of width $W$ with straight, diffusely scattering edges, modes travelling nearly along the ribbon rarely meet an edge. The narrow limit then goes as $W\ln(\Lambda_{\min}/W)$ and still depends on $A$, while for a wide ribbon the logarithm in $W$ survives with a different additive constant. For the example, $L\ll\Lambda_{\min}$ means a length of a few wavelengths or less, so this limit is formal.

In the periodic sheet, the smallest nonzero wavevector is $2\pi/\ell$, where $\ell$ is the side. The longest free path is therefore
\begin{equation}
\Lambda_{\max}=\frac{v}{A(2\pi v/\ell)^2}\propto\ell^2 .
\end{equation}
For large $\ell$, doubling the side multiplies $\Lambda_{\max}$ by four and adds $K_0(\ln4)/2=K_0\ln2$. For the example this is 7.81 W/(m\,K). The full mode sums for sides of 130, 261 and 521 nm are 66.85, 74.67 and 82.48 W/(m\,K), which rise by this amount within the rounding. The argument fixes only the rise: Eq.~(\ref{law}) at $\Lambda_{\max}$ gives 62.22, 70.03 and 77.84, a constant 4.64 below the sums, because the integral represents the few discrete modes of smallest wavevector poorly. These large values do not describe small devices: in a periodic sheet a wave leaving one edge re-enters at the opposite edge, and its free path may greatly exceed $\ell$.

\section*{Part (f): corrections at high frequency}

\textbf{Question.} Three assumptions are poor near $\omega_D$: classical heat capacity, linear dispersion and purely quadratic scattering. Replace each in turn. Do any of these changes remove the logarithm, and how large are they for the example?

\textbf{Answer.} \emph{Quantum heat capacity.} With $x=\hbar\omega/(k_BT)$, the heat capacity of an oscillator is $k_Bc(x)$, where
\begin{equation}
c(x)=\frac{(x/2)^2}{\sinh^2(x/2)}=1-\frac{x^2}{12}+\frac{x^4}{240}-\cdots .
\end{equation}
The series follows from $\sinh^2y=y^2(1+y^2/3+2y^4/45+\cdots)$ with $y=x/2$. Keeping $A$ fixed, the loss relative to the classical result, as $\Lambda_c\to\infty$, is
\begin{equation}
\frac{\Delta K}{K_0}=\int_0^{x_D}\frac{1-c(x)}{x}\,dx
\simeq\frac{x_D^2}{24}-\frac{x_D^4}{960}.
\end{equation}
The integrand vanishes at small $x$, so the loss is finite. Here $\hbar\omega_D/k_B=460$ K and $x_D=460/300=1.53$. The integral is 0.093, and $\kappa(1\ \mu\text{m})$ falls from 30.3 to 29.3 W/(m\,K).

\emph{Dispersion.} Let the branch flatten at the Debye wavevector:
\begin{equation}
\omega=\frac{2vk_D}{\pi}\sin y,\qquad y=\frac{\pi k}{2k_D},\qquad v_g=\frac{d\omega}{dk}=v\cos y .
\end{equation}
In Eq.~(\ref{kint}), $v$ is replaced by the group velocity $v_g$. Since $k\,dk=(2k_D/\pi)^2y\,dy$, the factors $(2k_D/\pi)^2$ and $v^2$ cancel:
\begin{equation}
K=K_0\int_{y_0}^{\pi/2}y\cot^2y\,dy .
\end{equation}
Write $\cot^2y=\csc^2y-1$ and integrate $y\csc^2y$ by parts:
\begin{equation}
\int y\cot^2y\,dy=-y\cot y+\ln\sin y-\frac{y^2}{2}.
\end{equation}
For small $y_0$, $y_0\cot y_0\to1$ and $\sin y_0\simeq y_0$, so the definite integral tends to $1-\pi^2/8-\ln y_0$. Linear dispersion gives $\int_{y_0}^{\pi/2}dy/y=\ln(\pi/2)-\ln y_0$. At long free path the two branches have the same velocity and hence the same $y_0$, and the difference is
\begin{equation}
\frac{\Delta K}{K_0}=\ln\frac{\pi}{2}+\frac{\pi^2}{8}-1=0.685 .
\end{equation}
The 1 $\mu$m value becomes 22.7 W/(m\,K), a reduction of 25\% from the linear model.

\emph{Point defects.} For a mass defect, the squared scattering amplitude grows as $\omega^2$ and the number of final states in a sheet as $\omega$, which adds a rate proportional to $\omega^3$. Let the added rate be $r$ times the quadratic one at $\omega_D$. With $u=\omega/\omega_D$, the total rate is $A\omega^2(1+ru)$, and the loss when the frequency window extends down to zero is
\begin{equation}
\frac{\Delta K}{K_0}=\int_0^1\left[\frac1u-\frac1{u(1+ru)}\right]du
=\int_0^1\frac{r\,du}{1+ru}=\ln(1+r).
\end{equation}
For a chosen $r=0.5$ this is 0.4055. The program stops at $\Lambda_c=10^6\Lambda_{\min}$, where $u=10^{-3}$, and so prints the slightly smaller loss 0.4050. In the frequency window used for the 1 $\mu$m value, the conductivity becomes 26.1 W/(m\,K).

Each change subtracts a finite constant and leaves the logarithm in place, because each fades as a positive power of $\omega$ when $\omega\to0$, so that its integral against $d\omega/\omega$ converges. The three losses were found separately and do not add: acting together the changes remove about $0.94K_0$, less than the sum $1.18K_0$.

\section*{Part (g): temperature, flexural waves and real sheets}

\textbf{Question.} Assume $A\propto T$. What happens at 400 K with the cutoff held at 1 $\mu$m? Next, add a flexural branch $\omega=bk^2$ obeying the same rate law with the same $A$. Compare its gain per decade with that of one in-plane branch. How far can the example be trusted for a real device?

\textbf{Answer.} Raising $T$ from 300 to 400 K multiplies $A$ by $4/3$. Both $K_0$ and $\Lambda_{\min}$ are multiplied by $3/4$, so
\begin{equation}
\kappa=\frac34\times11.27\times\frac12\ln\left(\frac43\times218\right)=24.0\ \text{W/(m\,K)}.
\end{equation}
The fall is 21\%, less than the 25\% fall of $K_0$, because the fixed cutoff now spans a larger ratio of free paths.

For the flexural branch the group velocity is $2bk$. Equation~(\ref{kint}) gives
\begin{equation}
K_{\rm f}=\frac{k_B}{4\pi}\int k\,dk\,\frac{4b^2k^2}{Ab^2k^4}
=4K_0\int\frac{dk}{k}.
\end{equation}
Its free path is $\Lambda=2bk/(Ab^2k^4)=2/(Abk^3)$, so $|dk|/k=\frac13\,d\Lambda/\Lambda$ and
\begin{equation}
dK_{\rm f}=\frac43K_0\frac{d\Lambda}{\Lambda}.
\end{equation}
The in-plane coefficient is $\frac12K_0$. The ratio is $8/3$, independent of $b$. Wherever the dispersion is quadratic, one such branch adds 17.3 W/(m\,K) per decade of free path, more than the 13.0 from both in-plane branches. The decade from 100 nm to 1 $\mu$m is not safely in that regime. With a rough $b=0.7$ nm$^2$/ps, the 100 nm path belongs to $k=0.38\,k_D$, where $kh\approx3$ and $2bk=6.4$ km/s exceeds the in-plane velocity. A real branch bends away from $bk^2$ there and gains less. An elastic plate with the same $b$ gains about 13 W/(m\,K) in this decade, comparable to the in-plane pair, and about 16 in the next. Omitting the flexural branch may still be a large error for a free sheet, although the equal scattering coefficient is an assumption and not a property derived for MoS$_2$.

The lattice constant, thickness and velocity are rough typical values. The coefficient $A$ was chosen to give some tens of W/(m\,K), a rough but realistic size for this material at room temperature, so that agreement is no prediction. The single velocity averages over a faster longitudinal and a slower transverse branch, and optical branches are left out. A device channel on an oxide, with edges and grains, breaks the assumption of unlimited free paths. If modes with paths above 100 nm were removed, the in-plane value would drop from 30 to 17 W/(m\,K). Wavevector-conserving collisions are a further limitation. In a free sheet an in-plane mode can decay into two flexural modes. The squared amplitude grows as $\omega$, the thermal occupation falls as $1/\omega$ and the number of final states per frequency interval is constant, so to lowest order this rate does not vanish as $\omega\to0$. With rough elastic constants for MoS$_2$ it is a few $10^9$ s$^{-1}$ at 300 K, comparable to $A\omega^2$ at the 1 $\mu$m cutoff, and it limits in-plane paths to about 1 to 3 $\mu$m. The quadratic law then does not dominate at longer paths. How much heat current such decays destroy has not been estimated here. The logarithm should be used for a device only over a range of free paths in which the quadratic rate has been established and dominates the other scattering.

\section*{Numbers as computed}
\begin{verbatim}
Lattice constant: 0.316 nm
Nominal thickness: 0.65 nm
Sound velocity: 5.0 km/s
Scattering coefficient A: 3.0e-16 s
In-plane branches: 2
Temperature: 300 K
Cell area: 0.0865 nm^2
Debye wavevector: 12.05 1/nm
Debye angular frequency: 60.27 rad/ps
Debye temperature: 460 K
Minimum free path: 4.588 nm
Shortest wavelength: 0.521 nm
w*tau at Debye frequency: 55.3
K0, one branch: 3.662 nW/K
N*K0/h, both branches: 11.269 W/(m K)
Cutoff free path: 1.0 um
Ratio cutoff/minimum: 218.0
Half logarithm of ratio: 2.6922
Angular frequency at cutoff: 4.082 rad/ps
Accumulated, law: 30.34 W/(m K)
Accumulated, mode sum: 30.34 W/(m K)
Accumulated to 10 nm: 4.39 W/(m K)
Accumulated to 100 nm: 17.36 W/(m K)
Accumulated to 1000 nm: 30.34 W/(m K)
Accumulated to 10000 nm: 43.31 W/(m K)
Accumulated to 100000 nm: 56.28 W/(m K)
Gain per decade of free path: 12.97 W/(m K)
Free path for twice the 1 um value: 218.0 um
All modes, sheet side 130 nm: 66.85 W/(m K)
All modes, sheet side 261 nm: 74.67 W/(m K)
All modes, sheet side 521 nm: 82.48 W/(m K)
Predicted gain per doubled side: 7.81 W/(m K)
3D fraction reached at same ratio: 93.2 %
Total, extra path 1 um: 30.36 W/(m K)
Total, extra path 10 um: 43.31 W/(m K)
Quantum loss, long-path limit: 0.0927 N*K0/h
Sine-dispersion loss, long-path limit: 0.6853 N*K0/h
Defect loss, long-path limit: 0.4050 N*K0/h
To 1 um, quantum heat capacity: 29.30 W/(m K)
To 1 um, sine dispersion: 22.67 W/(m K)
Defect/quadratic rate at Debye frequency: 0.5
Same frequency window, defects: 26.14 W/(m K)
To 1 um, at 400 K: 23.97 W/(m K)
Flexural coefficient b: 0.7 nm^2/ps
Flexural branch, 100 nm to 1 um: 17.30 W/(m K)
Flexural/one in-plane branch per decade: 2.6667
\end{verbatim}
